# Why PBE0 gaps exceed HSE06 gaps by about 0.8 eV

## Two hybrids, one mixing fraction, two gaps

Suppose the gap of an oxide dielectric is computed with PBE0 and its defect levels with HSE06. Both functionals contain one quarter of exact exchange, so the results might seem interchangeable. For a wide-gap insulator they are not: the two gaps differ by most of an electronvolt. Without an estimate of this offset, it can be mistaken for a convergence error or for a property of the oxide, or be absorbed by retuning the mixing fraction.

The offset follows from the value of the long-range Coulomb kernel at zero separation. Hartree atomic units are used in the derivation. Energies in the examples are in eV. "Gap" means the difference of generalized Kohn–Sham eigenvalues, at the same geometry for both functionals. The system is a closed-shell insulator.

## What differs between the functionals

HSE06 splits the Coulomb interaction as

$$\frac1r=\frac{\operatorname{erfc}(\omega r)}r+\frac{\operatorname{erf}(\omega r)}r,\qquad \omega=0.11\ \text{bohr}^{-1}.$$

The first term is short-range (SR), the second long-range (LR). With $a=1/4$, and with PBE exchange split in the same way,

$$E_{xc}^{\rm PBE0}=aE_x^{\rm HF}+(1-a)E_x^{\rm PBE}+E_c^{\rm PBE},$$

$$E_{xc}^{\rm HSE}=aE_x^{\rm HF,SR}+(1-a)E_x^{\rm PBE,SR}+E_x^{\rm PBE,LR}+E_c^{\rm PBE}.$$

On subtraction, correlation and all short-range terms cancel, provided the SR and LR parts of semilocal exchange add up exactly to PBE. In practice they come from a model exchange hole whose $\omega=0$ limit only approximates PBE, so a small, implementation-dependent residue remains; it is neglected here and quantified for CO below. The long-range PBE terms leave $(1-a)-1=-a$, so

$$E^{\rm PBE0}-E^{\rm HSE}=a\left(E_x^{\rm HF,LR}-E_x^{\rm PBE,LR}\right).$$

Let $P$ be the projector on occupied orbitals of one spin, and let $w(r)=\operatorname{erf}(\omega r)/r$. The long-range exchange operator has the kernel $-P(\mathbf r,\mathbf r')w(|\mathbf r-\mathbf r'|)$. Its expectation value in orbital $i$ is $-K_i$, where

$$K_i=\iint\psi_i^*(\mathbf r)P(\mathbf r,\mathbf r')w(|\mathbf r-\mathbf r'|)\psi_i(\mathbf r')\,d^3r\,d^3r'.$$

With $v_{\rm LR}=\delta E_x^{\rm PBE,LR}/\delta n$, the eigenvalue shift from HSE06 to PBE0 at fixed orbitals is

$$\delta\varepsilon_i=a\left(-K_i-\langle i|v_{\rm LR}|i\rangle\right).\tag{1}$$

## The leading term

From $\operatorname{erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)$,

$$w(r)=w_0\left(1-\frac{\omega^2r^2}{3}+\dots\right),\qquad w_0=\frac{2\omega}{\sqrt\pi}.$$

A Bloch orbital extends through the crystal, but the expansion does not require a compact orbital. The separation $|\mathbf r-\mathbf r'|$ in $K_i$ is limited by the range of $P(\mathbf r,\mathbf r')$, which is short in a wide-gap insulator. If that range is small compared with $1/\omega$, then $w$ may be replaced by $w_0$:

$$K_i\simeq w_0\langle i|P|i\rangle=\begin{cases}w_0,& i\text{ occupied}\\0,& i\text{ empty.}\end{cases}$$

The semilocal term comes from a model exchange hole that contains charge $-1$ around each electron. If this hole is also compact,

$$E_x^{\rm PBE,LR}\simeq\tfrac12 w_0(-1)N=-\frac{\omega}{\sqrt\pi}N,\qquad v_{\rm LR}\simeq-\frac{\omega}{\sqrt\pi},$$

because $N=\int n\,d^3r$ has functional derivative 1. Equation (1) then gives

$$\delta\varepsilon_v\simeq a\left(-\frac{2\omega}{\sqrt\pi}+\frac{\omega}{\sqrt\pi}\right)=-\frac{a\omega}{\sqrt\pi},\qquad
\delta\varepsilon_c\simeq+\frac{a\omega}{\sqrt\pi}.$$

The gap difference is therefore

$$\boxed{\Delta=E_g^{\rm PBE0}-E_g^{\rm HSE06}\simeq\frac{2a\omega}{\sqrt\pi}}\tag{2}$$

Numerically, $w_0=0.12412$ hartree $=3.378$ eV and $\Delta\simeq0.25\times3.378=0.844$ eV. At this order the valence edge falls by 0.422 eV and the conduction edge rises by 0.422 eV, relative to the same electrostatic potential.

Fixed orbitals are a good starting point for a specific reason. At this order the perturbation is $a(-w_0P+\omega/\sqrt\pi)$, which is one constant on the occupied space and another on the empty space. It moves the two groups of levels rigidly and does not mix them, so the density does not respond. Relaxation can enter only through the corrections.

## An upper bound on the nonlocal part

The Fourier representation

$$w(r)=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\omega^2}e^{i\mathbf q\cdot\mathbf r}$$

turns $K_i$ into

$$K_i=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\omega^2}F_i(\mathbf q),\qquad F_i(\mathbf q)=\langle i|e^{i\mathbf q\cdot\mathbf r}Pe^{-i\mathbf q\cdot\mathbf r}|i\rangle.\tag{3}$$

$F_i$ is the squared norm of the occupied part of the normalized state $e^{-i\mathbf q\cdot\mathbf r}|i\rangle$, so $0\le F_i\le1$. The other factors are positive. Setting $F_i=1$ gives the largest possible value:

$$\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^\infty e^{-q^2/4\omega^2}dq=\frac2\pi\,\sqrt\pi\,\omega=w_0.$$

Hence $0\le K_i\le w_0$ and $a(K_v-K_c)\le0.844$ eV. The bound applies to the nonlocal contribution at fixed orbitals. The total difference also contains the semilocal term, which this argument does not bound.

## The first correction to exact exchange

For a valence state, $1-F_v$ is the weight of $e^{-i\mathbf q\cdot\mathbf r}|v\rangle$ in the empty bands. For a conduction state, $F_c$ is the weight in the filled bands. Both need the overlap of cell-periodic functions $u_{m,\mathbf k-\mathbf q}$ and $u_{n,\mathbf k}$, with $m$ and $n$ on opposite sides of the gap. For a Hamiltonian with a local potential, the change $\mathbf k\to\mathbf k-\mathbf q$ adds $-\mathbf q\cdot(\mathbf p+\mathbf k)$ at first order. The $\mathbf q\cdot\mathbf k$ part is a number and does not mix bands. First-order perturbation theory gives

$$\left|\langle u_{m,\mathbf k-\mathbf q}|u_{n,\mathbf k}\rangle\right|^2\simeq\frac{|\mathbf q\cdot\mathbf p_{mn}|^2}{(E_m-E_n)^2}=|\mathbf q\cdot\mathbf r_{mn}|^2.$$

The last step uses $[\mathbf r,H]=i\mathbf p$, whose matrix element is $(E_n-E_m)\mathbf r_{mn}=i\mathbf p_{mn}$. Thus

$$1-F_v\simeq\sum_{c'}|\mathbf q\cdot\mathbf r_{c'v}|^2,\qquad F_c\simeq\sum_{v'}|\mathbf q\cdot\mathbf r_{v'c}|^2.$$

Inserting these in (3) requires

$$\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\omega^2}q_\alpha q_\beta
=\frac{\delta_{\alpha\beta}}3\,\frac{4\pi}{8\pi^3}\,(4\pi\omega^2)^{3/2}
=\delta_{\alpha\beta}\frac{4\omega^3}{3\sqrt\pi}=\delta_{\alpha\beta}\,w_0\frac{2\omega^2}{3}.$$

The factor $\delta_{\alpha\beta}/3$ comes from the angular average of $q_\alpha q_\beta/q^2$; the rest is a Gaussian integral. With

$$\Omega_v=\sum_{c'}|\mathbf r_{c'v}|^2,\qquad \Omega_c=\sum_{v'}|\mathbf r_{v'c}|^2,$$

the two exchange integrals are $K_v\simeq w_0(1-2\omega^2\Omega_v/3)$ and $K_c\simeq w_0(2\omega^2\Omega_c/3)$. Therefore

$$K_v-K_c\simeq w_0\left[1-\frac{2\omega^2}{3}(\Omega_v+\Omega_c)\right].\tag{4}$$

Both corrections reduce the gap difference. The valence state loses some exchange because its hole has finite width. The conduction state gains some because a finite $\mathbf q$ connects it to filled bands. The condition for (4) is $\omega^2(\Omega_v+\Omega_c)\ll1$. Small interband energies with finite momentum matrix elements violate it.

## The correction to semilocal exchange

The semilocal correction can be illustrated with the uniform electron gas, that is, with the local-density form in place of PBE. The gradient terms of PBE are left out; they can be as large as the correction itself. Averaged over the Fermi sphere, $F$ is the overlap fraction of two spheres of radius $k_F$ displaced by $q$:

$$F(q)=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3},\qquad q<2k_F,$$

and zero beyond. The energy per electron is

$$e=-\frac1\pi\int_0^{2k_F}e^{-q^2/4\omega^2}F(q)\,dq.$$

Since $n\propto k_F^3$, the potential is $v_{\rm LR}=d(ne)/dn=e+(k_F/3)\,de/dk_F$. The moving upper limit contributes nothing because $F(2k_F)=0$. Differentiating $F$,

$$\frac{k_F}{3}\frac{\partial F}{\partial k_F}=\frac{q}{4k_F}-\frac{q^3}{16k_F^3},\qquad F+\frac{k_F}{3}\frac{\partial F}{\partial k_F}=1-\frac{q}{2k_F},$$

so that

$$v_{\rm LR}=-\frac1\pi\int_0^{2k_F}e^{-q^2/4\omega^2}\left(1-\frac q{2k_F}\right)dq\tag{5}$$

$$\phantom{v_{\rm LR}}=-\frac{\omega}{\sqrt\pi}\operatorname{erf}\!\left(\frac{k_F}{\omega}\right)+\frac{\omega^2}{\pi k_F}\left(1-e^{-k_F^2/\omega^2}\right).$$

For $k_F\gg\omega$ this becomes $-\omega/\sqrt\pi+\omega^2/(\pi k_F)$. The constant found earlier reappears, with a correction that depends on density. Its effect on the gap difference is

$$-a\left(\langle v_{\rm LR}\rangle_c-\langle v_{\rm LR}\rangle_v\right)\simeq-\frac{a\omega^2}{\pi}\left(\left\langle\frac1{k_F}\right\rangle_c-\left\langle\frac1{k_F}\right\rangle_v\right).$$

It is negative when the conduction state samples regions of lower density, where $1/k_F$ is larger.

In powers of $\omega$, this term is of order $\omega^2$, while the finite-hole term in (4) is of order $\omega^3$. In the local-density form the semilocal term is thus formally the first correction. This ordering does not carry over to the gradient-dependent model hole of HSE06: in the crystal below that correction falls by a factor of 7 to 8 when $\omega$ is halved, that is, roughly as $\omega^3$. At a given $\omega$ the coefficients decide which is larger, and in the example below it is the finite-hole term.

## Limits in which the estimate fails

As $\omega\to0$, HSE becomes PBE0 and $\Delta\to0$, in agreement with (2). As $\omega\to\infty$, HSE becomes PBE, and $\Delta$ must approach the PBE0–PBE gap difference. Equation (2) instead grows without limit. The linear law requires $1/\omega$ to be well above the hole size.

The second failure is the metal. For a state at the Fermi surface of the uniform gas, $e^{-i\mathbf q\cdot\mathbf r}$ leads to an occupied state if $|\mathbf k-\mathbf q|<k_F$. With $|\mathbf k|=k_F$, this means that the cosine of the angle between $\mathbf k$ and $\mathbf q$ exceeds $q/2k_F$. The corresponding fraction of directions is $\frac12(1-q/2k_F)$. Equation (3) then gives

$$K_{k_F}=\frac2\pi\int_0^{2k_F}e^{-q^2/4\omega^2}\,\frac12\left(1-\frac q{2k_F}\right)dq=-v_{\rm LR},$$

by comparison with (5). The shift in (1) vanishes at the Fermi level, and no gap opens. As $q\to0$ the fraction tends to $1/2$, whereas an insulator has 1 for valence and 0 for conduction states. A small $\omega$ alone is therefore insufficient: the occupied and empty spaces must remain distinct over the range $q\lesssim2\omega$.

## A crystal in which the exchange can be integrated

Consider a simple cubic crystal of period $L=2.8$ Å with potential

$$V=-\frac D2\left[\cos\frac{2\pi x}L+\cos\frac{2\pi y}L+\cos\frac{2\pi z}L\right],$$

where $D$ is the well depth per axis. The lowest band is doubly filled. The valence edge is at $(\pi/L)(1,1,1)$. The conduction edge is at $(\pi/L,0,0)$, in the second band along $x$ and the first along $y$ and $z$, or at an equivalent point.

The filled-band projector is a product of three one-dimensional projectors. The kernel can be written as

$$\frac{\operatorname{erf}(\omega r)}r=\frac2{\sqrt\pi}\int_0^\omega e^{-t^2(x^2+y^2+z^2)}dt,$$

so $K_i$ is a single integral over $t$ of a product of three one-dimensional factors. This evaluates the exchange of Bloch states without the small-distance expansion.

Take $D=24$ eV, for which the unperturbed gap is 9.18 eV. The interband sums are $\Omega_v=6.265$ and $\Omega_c=2.082$ bohr². The loss predicted by (4) is

$$\frac23(0.11)^2(6.265+2.082)=0.067,$$

which gives a nonlocal gap difference of $0.844(1-0.067)\simeq0.788$ eV. Direct integration gives $aK_v=0.810$ eV and $aK_c=0.012$ eV, hence 0.798 eV. The terms beyond the quadratic one restore 0.01 eV. At $\omega=0.02$ bohr$^{-1}$, where they should matter less, integration gives a loss of 0.2205% and the formula 0.2226%.

Comparing $K_v$ with the expansion of $w$ shows that the mean square separation in the valence exchange hole is $2\Omega_v$. The hole length $\sqrt{2\Omega_v}\simeq3.5$ bohr, or 1.9 Å, is less than half of $1/\omega=4.81$ Å. Even at a separation of one full period the kernel retains 0.898 of its zero-separation value.

In the local-density form the semilocal correction is $-0.021$ eV, so the total is 0.778 eV (from unrounded terms), about 8% below the leading estimate. The next table varies the well depth with period, filling, $a$ and $\omega$ fixed. All entries are in eV.

| $D$ | gap | nonlocal | semilocal | total $\Delta$ |
|---:|---:|---:|---:|---:|
| 16 | 3.96 | 0.763 | −0.018 | 0.745 |
| 24 | 9.18 | 0.798 | −0.021 | 0.778 |
| 40 | 17.67 | 0.821 | −0.022 | 0.800 |

The nonlocal part rises toward its bound as the gap widens. The semilocal correction changes little in the local-density form, but this is a feature of that substitute: with the gradient-dependent model hole of HSE06 it is about $-0.023$, $-0.014$ and $-0.009$ eV for the three depths. Second-order mixing of the valence edge with higher bands, one axis at a time, shifts that edge by about $-0.001$ meV at each depth. This figure leaves out relaxation of the conduction edge and self-consistent changes of the density.

## The actual functionals in a molecule

The crystal uses a local-density substitute for PBE. A calculation for CO tests the mechanism with the functionals themselves, at a fixed bond length of 1.13 Å in the def2-TZVP basis. The self-consistent HOMO–LUMO gaps are 10.038 eV in PBE0 and 9.226 eV in HSE06, a difference of 0.812 eV. These digits are not converged in the basis: in def2-QZVP each gap is lower by 0.04 to 0.05 eV and the difference is 0.809 eV. With the PBE0 orbitals held fixed the difference is also 0.812 eV, so relaxation does not change the gap difference at this precision. A common shift of both levels would not show in this comparison.

For the HOMO, $aK=0.827$ eV, and the semilocal remainder, which plays the part of $a\langle v_{\rm LR}\rangle$, is $-0.420$ eV. Equation (1) gives the shift $-0.827+0.420=-0.407$ eV. For the LUMO the shift is $-0.010+0.415=+0.405$ eV. The semilocal values were obtained by subtracting the separately integrated $K$ from the total shift, so these sums close by construction. They also contain the residue between PBE and the model hole at $\omega=0$, $-0.007$ eV for the HOMO and $-0.009$ eV for the LUMO, which changes the gap difference by less than 0.002 eV. The long-range potential alone gives $-0.413$ and $-0.407$ eV. The physical content is that both values lie within 0.02 eV of the predicted $-0.422$ eV. These are eigenvalue gaps in a finite basis, not ionization energies minus electron affinities, and a molecule does not replace a calculation for a solid.

## Reading the number for oxide dielectrics

The period of 2.8 Å is roughly the distance between neighbouring oxygens in an oxide dielectric. Gaps of such oxides run, roughly, from a few eV to about 9 eV, so the first two rows of the table are in a relevant range and the 17.67 eV row is far above it. Real oxides break the assumption of one filled orbital per cell: they have several oxygen $p$ bands, and their conduction states are often derived from the cation. This changes $\Omega_v$, $\Omega_c$ and the densities sampled by the edges. Within the model, the first two rows lie 0.07 to 0.10 eV below the leading estimate (about 0.06 to 0.10 eV with the HSE06 model hole); the corresponding loss for a particular oxide needs its own calculation. If each functional is used at its own relaxed geometry, the gap changes further by an amount not included here.

The separate edge shifts matter for band alignment. At leading order, and with the electrostatic line-up held fixed, two wide-gap insulators in contact have their valence edges lowered equally and their conduction edges raised equally. Their band offsets then agree between PBE0 and HSE06 even though each gap differs by 0.84 eV. Against a metal described as a uniform gas, whose Fermi level does not shift, the electron barrier instead rises by 0.42 eV from HSE06 to PBE0 at leading order. The density-dependent semilocal term lowers both edges, by about 0.05 eV for $k_F=0.5$ bohr$^{-1}$ in the local-density form. With the gradient-dependent hole of HSE06 the lowering in the model crystal is smaller, about 0.01 eV for the valence edge and 0.02 to 0.03 eV for the conduction edge. This partly cancels in the gap but not in the barrier. When a gap from one functional is combined with a defect level from the other, the error depends on the kind of level and on its reference. For compact defect orbitals at leading order, an occupied eigenvalue keeps its distance from the valence edge, whereas an empty one lies 0.84 eV farther from that edge in PBE0 than in HSE06. Charge-transition levels are differences of total energies, so these eigenvalue shifts cannot be applied to them directly. The values for the local-density crystal and for CO in def2-TZVP are in the numerical output below.

## Table of computed values

```
exact-exchange fraction a: 0.25
omega: 0.11 1/bohr
screening length 1/omega: 4.81 angstrom
kernel at zero separation: 0.12412 hartree
kernel at zero separation: 3.378 eV
leading gap difference: 0.844 eV
leading shift of each edge: 0.422 eV
model period: 2.8 angstrom
kernel at one period / zero-separation value: 0.898
MODEL, well depth per axis: 16 eV
  unperturbed gap: 3.96 eV
  a*K valence: 0.784 eV
  a*K conduction: 0.021 eV
  nonlocal gap difference: 0.763 eV
  semilocal (LDA) correction: -0.018 eV
  total gap difference: 0.745 eV
  valence relaxation: -0.001 meV
MODEL, well depth per axis: 24 eV
  unperturbed gap: 9.18 eV
  a*K valence: 0.810 eV
  a*K conduction: 0.012 eV
  nonlocal gap difference: 0.798 eV
  semilocal (LDA) correction: -0.021 eV
  total gap difference: 0.778 eV
  valence relaxation: -0.001 meV
MODEL, well depth per axis: 40 eV
  unperturbed gap: 17.67 eV
  a*K valence: 0.827 eV
  a*K conduction: 0.006 eV
  nonlocal gap difference: 0.821 eV
  semilocal (LDA) correction: -0.022 eV
  total gap difference: 0.800 eV
  valence relaxation: -0.001 meV
24 eV wells, Omega_v: 6.265 bohr^2
24 eV wells, Omega_c: 2.082 bohr^2
24 eV wells, quadratic nonlocal estimate: 0.788 eV
loss at omega=0.02/bohr, integral: 0.2205 percent
loss at omega=0.02/bohr, formula: 0.2226 percent
CO bond length: 1.13 angstrom
CO PBE0 gap: 10.038 eV
CO HSE06 gap: 9.226 eV
CO self-consistent gap difference: 0.812 eV
CO fixed-orbital gap difference: 0.812 eV
CO HOMO a*K: 0.827 eV
CO HOMO a*semilocal LR potential: -0.420 eV
CO HOMO PBE0-HSE06 shift: -0.407 eV
CO LUMO a*K: 0.010 eV
CO LUMO a*semilocal LR potential: -0.415 eV
CO LUMO PBE0-HSE06 shift: 0.405 eV
```
